# Voltammetric hysteresis of suppressed copper with slow accelerator adsorption: a program that tests the result

```python
"""Cyclic voltammetry of suppressed copper with slow accelerator adsorption.

Result under test: at equal cathodic overpotential E the return current minus
the forward current is
  2 (1-theta0) (i_acc-i_sup) exp(-Lm) sinh(Lm-L(E)),
  L(E) = k0 C (exp(b E)-1)/(v b),  Lm = L(E_max),
where theta is accelerator coverage (theta0 at the start), C its bath
concentration, v the scan rate, k0 exp(b E) the adsorption rate constant, and
i_acc, i_sup the currents of fully accelerated and fully suppressed copper.
The null cases (theta0=1, or C=0) are tested with diffusion and ohmic drop.
Currents are in mA/cm2, potentials in V, lengths in cm, times in s.
"""
import math
import numpy as np
from scipy.constants import R as GAS, physical_constants
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

FARADAY = physical_constants["Faraday constant"][0]
TEMP = 298.15
f = FARADAY / (GAS * TEMP)
SUP = (0.02, 0.40)              # exchange current, transfer coefficient
ACC = (0.30, 0.50)
K0, ALPHA_K = 10.0, 0.40        # L/(mol s), dimensionless
b = ALPHA_K * f
CONC = 50e-6                   # accelerator, mol/L
SCAN, E_MAX = 1e-3, 0.20
DIFF, LAYER = 5e-6, 20e-4       # cm2/s, cm
COPPER = 0.25e-3               # mol/cm3
GAMMA = 1e-9                   # saturated accelerator coverage, mol/cm2
RES = 0.5                      # uncompensated resistance, ohm cm2
CAP = 50e-6                    # double-layer capacitance, F/cm2
LOSS = 20e-4                   # growth for an e-fold loss of accelerator, cm
MOLAR_VOLUME = 63.546 / 8.96    # copper, cm3/mol
GROWTH = 1e-3 * MOLAR_VOLUME / (2 * FARADAY)  # cm/s per mA/cm2


def branch(E, kinetics):
    i0, alpha = kinetics
    return i0 * (np.exp(alpha*f*E) - np.exp(-(2-alpha)*f*E))


def dose(E, conc=CONC, scan=SCAN):
    return K0 * conc * np.expm1(b*E) / (scan*b)


def coverage_cycle(E, conc=CONC, scan=SCAN, theta0=0.0):
    """Integrate the adsorption law in time; coverage on both sweeps at E."""
    E = np.atleast_1d(E)
    end = E_MAX / scan
    opts = dict(method="DOP853", rtol=1e-11, atol=1e-13, dense_output=True)
    up = solve_ivp(lambda t, y: K0*math.exp(b*scan*t)*conc*(1-y),
                   (0, end), [theta0], **opts)
    down = solve_ivp(lambda t, y: K0*math.exp(b*(E_MAX-scan*t))*conc*(1-y),
                     (0, end), up.y[:, -1], **opts)
    assert up.success and down.success
    return up.sol(E/scan)[0], down.sol((E_MAX-E)/scan)[0]


# Ideal model: time integration against the closed form
grid = np.linspace(0, E_MAX, 401)
i_sup, i_acc = branch(grid, SUP), branch(grid, ACC)
Lm = dose(E_MAX)
for start in (0.0, 0.6):
    fwd, ret = coverage_cycle(grid, theta0=start)
    simulated = (ret-fwd) * (i_acc-i_sup)
    formula = (2*(1-start)*(i_acc-i_sup)*np.exp(-Lm)
               * np.sinh(Lm-dose(grid)))
    assert np.max(np.abs(simulated-formula)) < 1e-7
    assert np.all(simulated[1:-1] > 0)

th_f, th_r = coverage_cycle(grid)
i_f = (1-th_f)*i_sup + th_f*i_acc
i_r = (1-th_r)*i_sup + th_r*i_acc
hyst = i_r - i_f

# Only the ratio of concentration to scan rate matters
scaled = coverage_cycle(grid, 3*CONC, 3*SCAN)
assert np.allclose(scaled[0], th_f, atol=1e-8)
assert np.allclose(scaled[1], th_r, atol=1e-8)

# Small-dose and large-dose limits
E_REF = 0.10
weak = coverage_cycle(E_REF, CONC/1000)
weak_law = 2*(dose(E_MAX, CONC/1000)-dose(E_REF, CONC/1000))
assert abs((weak[1]-weak[0])[0]/weak_law - 1) < 2e-3
fast = coverage_cycle(E_REF, 100*CONC)
assert abs((fast[1]-fast[0])[0]) < 1e-4

# Hypothetical kinetics whose branches cross: the loop must change sign
sup_x, acc_x = (0.02, 0.90), (0.10, 0.40)
cross_law = math.log(acc_x[0]/sup_x[0]) / (f*(sup_x[1]-acc_x[1]))
loop_x = (((1-th_r)*branch(grid, sup_x) + th_r*branch(grid, acc_x))
          - ((1-th_f)*branch(grid, sup_x) + th_f*branch(grid, acc_x)))
j = np.where((loop_x[1:-2] > 0) & (loop_x[2:-1] < 0))[0]
assert len(j) == 1
j = j[0] + 1
cross_num = grid[j] + (grid[j+1]-grid[j])*loop_x[j]/(loop_x[j]-loop_x[j+1])
assert abs(cross_num-cross_law) < 1e-4


# Concentration that opens the loop most at the reference potential
def negative_opening(conc_um):
    a, r = coverage_cycle(E_REF, conc_um*1e-6)
    return -(r-a)[0]


best = minimize_scalar(negative_opening, bounds=(5, 500), method="bounded",
                       options={"xatol": 1e-3})
l_ref, l_max = dose(E_REF, 1.0), dose(E_MAX, 1.0)
best_law = 1e6*math.log((2*l_max-l_ref)/l_ref)/(2*(l_max-l_ref))
assert abs(best.x/best_law - 1) < 1e-3


# Extended model: diffusion of both species, ohmic drop, optional loss
def solve_current(E, copper, theta, resistance):
    """Current with ohmic drop; copper is surface over bulk concentration."""
    i = 0.0
    for _ in range(50):
        x = E - 1e-3*resistance*i
        value = slope = 0.0
        for weight, (i0, a) in ((1-theta, SUP), (theta, ACC)):
            cathodic = copper*math.exp(a*f*x)
            anodic = math.exp(-(2-a)*f*x)
            value += weight*i0*(cathodic-anodic)
            slope += weight*i0*f*(a*cathodic+(2-a)*anodic)
        step = (value-i)/(1+1e-3*resistance*slope)
        i += step
        if abs(step) < 1e-12*(1+abs(i)):
            return i
    raise RuntimeError("current iteration did not converge")


def full_cycle(E, theta0, conc, loss=False, resistance=RES, n=20):
    h = LAYER/n

    def diffusion(c, uptake):
        d = np.empty(n)
        d[0] = 2*(DIFF*(c[1]-c[0])/h - uptake)/h
        d[1:] = DIFF*(c[:-2]-2*c[1:-1]+c[2:])/h**2
        return d

    def rhs(t, y, forward):
        pot = SCAN*t if forward else E_MAX-SCAN*t
        theta = y[0]
        cu, ac = np.append(y[1:n+1], 1.0), np.append(y[n+1:], 1.0)
        i = solve_current(pot, cu[0], theta, resistance)
        rate = (K0*math.exp(b*(pot-1e-3*resistance*i))*ac[0]*(1-theta))
        dtheta = conc*rate - (theta*i*GROWTH/LOSS if loss else 0.0)
        return np.concatenate(([dtheta],
                               diffusion(cu, 1e-3*i/(2*FARADAY*COPPER)),
                               diffusion(ac, 1e3*GAMMA*rate)))

    y = np.ones(2*n+1)
    y[0] = theta0
    currents, depletion = [], 0.0
    for forward in (True, False):
        sol = solve_ivp(rhs, (0, E_MAX/SCAN), y, args=(forward,),
                        method="LSODA", rtol=1e-9, atol=1e-11,
                        dense_output=True)
        assert sol.success
        y = sol.y[:, -1]
        times = E/SCAN if forward else (E_MAX-E)/SCAN
        states = sol.sol(times)
        currents.append(np.array([
            solve_current(p, s[1], s[0], resistance)
            for p, s in zip(E, states.T)]))
        depletion = max(depletion, float(np.max(1-sol.y[n+1])))
    return currents[0], currents[1], depletion


points = np.array([0.05, 0.10, 0.15, 0.20])
slow = full_cycle(points, 0.0, CONC)
slow_no_res = full_cycle(points, 0.0, CONC, resistance=0.0)
sat = full_cycle(points, 1.0, CONC)
bare = full_cycle(points, 0.0, 0.0)
sat_fine = full_cycle(points, 1.0, CONC, n=40)
slow_fine = full_cycle(points, 0.0, CONC, n=40)
slow_loss = full_cycle(points, 0.0, CONC, loss=True)
sat_loss = full_cycle(points, 1.0, 0.0, loss=True)


def opening(run):
    return run[1]-run[0]


assert np.all(opening(slow)[:3] > 0)
assert np.all(opening(slow_loss)[:3] > 0)
assert np.all(opening(sat_loss)[:3] < 0)
for null in (sat, bare):
    assert np.all(np.abs(opening(null)[:3]) < 0.01*opening(slow)[:3])

# Residual loop of the presaturated surface from the diffusion lag
i_lim = 1e3*2*FARADAY*DIFF*COPPER/LAYER
tau = LAYER**2/(3*DIFF)
lag_law = []
for pot in points[1:3]:
    i_qs = brentq(lambda i: i - solve_current(pot, 1-i/i_lim, 1.0, RES),
                  0, 0.9*i_lim)
    x, u = pot-1e-3*RES*i_qs, 1-i_qs/i_lim
    g_u = ACC[0]*math.exp(ACC[1]*f*x)
    g_E = f*(ACC[1]*u*g_u
             + (2-ACC[1])*ACC[0]*math.exp(-(2-ACC[1])*f*x))
    S = 1 + 1e-3*RES*g_E + g_u/i_lim
    lag_law.append(-2*SCAN*tau*g_u*g_E/(i_lim*S**2))
assert np.allclose(opening(sat_fine)[1:3], lag_law, rtol=0.02)
mesh_slow = np.max(np.abs(opening(slow_fine)-opening(slow))[:3])
mesh_sat = np.max(np.abs(opening(sat_fine)-opening(sat))[:3])
assert mesh_slow < 1e-3 and mesh_sat < 1e-4

# Printed example
print(f"Temperature {TEMP:.2f} K; F/RT = {f:.3f} 1/V; b = {b:.3f} 1/V")
print(f"Suppressed: i0 = {SUP[0]:.2f} mA/cm2, transfer coeff. {SUP[1]:.2f}")
print(f"Accelerated: i0 = {ACC[0]:.2f} mA/cm2, transfer coeff. {ACC[1]:.2f}")
print(f"Adsorption: k0 = {K0:.1f} L/(mol s), coefficient {ALPHA_K:.2f}")
print(f"Accelerator {CONC*1e6:.0f} umol/L; scan {SCAN*1e3:.1f} mV/s; "
      f"reversal {E_MAX:.2f} V")
print(f"Dose at reversal = {Lm:.4f}; after full cycle = {2*Lm:.4f}")
print(f"Coverage at reversal = {th_f[-1]:.4f}; at end = {th_r[0]:.4f}")
print("IDEAL MODEL: E in V, currents in mA/cm2")
for pot in points:
    q = int(np.argmin(abs(grid-pot)))
    print(f"E={pot:.2f}: dose={dose(pot):.4f}, theta fwd={th_f[q]:.4f}, "
          f"ret={th_r[q]:.4f}")
    print(f"  i fwd={i_f[q]:.4f}, ret={i_r[q]:.4f}, diff={hyst[q]:.4f}; "
          f"sup={i_sup[q]:.4f}, acc={i_acc[q]:.4f}")
q = int(np.argmax(hyst))
print(f"Largest opening = {hyst[q]:.4f} mA/cm2 at E = {grid[q]:.4f} V")
print(f"Return minus forward charge = {trapezoid(hyst, grid)/SCAN:.2f} mC/cm2")
thick = trapezoid(i_f+i_r, grid)/SCAN*GROWTH*1e7
print(f"Deposit thickness in ideal cycle = {thick:.1f} nm")
print(f"CONCENTRATION DEPENDENCE at E = {E_REF:.2f} V")
gap = branch(E_REF, ACC)-branch(E_REF, SUP)
for c_um in (5, 50, 500, 5000):
    a, r = coverage_cycle(E_REF, c_um*1e-6)
    print(f"C={c_um} umol/L: opening = {(r-a)[0]*gap:.6f} mA/cm2")
print(f"Best C: simulated {best.x:.2f}, formula {best_law:.2f} umol/L")
print(f"Best coverage difference = {-best.fun:.4f}")
print(f"Crossing test: i0 sup={sup_x[0]:.2f}, acc={acc_x[0]:.2f} mA/cm2; "
      f"coeff. {sup_x[1]:.2f}, {acc_x[1]:.2f}")
print(f"Loop sign change: simulated {cross_num:.5f}, law {cross_law:.5f} V")
print("WITH DIFFUSION AND OHMIC DROP")
print(f"Copper {COPPER*1e3:.2f} mol/L; D = {DIFF:.1e} cm2/s (both species); "
      f"layer {LAYER*1e4:.0f} um")
print(f"Resistance {RES:.2f} ohm cm2; saturated coverage {GAMMA:.1e} mol/cm2")
print(f"Limiting current = {i_lim:.2f} mA/cm2; diffusion lag = {tau:.4f} s")
for name, run in (("slow", slow), ("presaturated", sat), ("no acc.", bare)):
    for m in (1, 2):
        print(f"{name}, E={points[m]:.2f} V: fwd={run[0][m]:.5f}, "
              f"ret={run[1][m]:.5f}, diff={opening(run)[m]:.6f} mA/cm2")
print(f"Lag formula, presaturated, E=0.10, 0.15 V: {lag_law[0]:.6f}, "
      f"{lag_law[1]:.6f} mA/cm2")
print(f"Slow case without resistance, E=0.15 V: diff="
      f"{opening(slow_no_res)[2]:.5f} mA/cm2")
print(f"Presaturated at reversal: i={sat[0][3]:.4f} mA/cm2, "
      f"ohmic drop={sat[0][3]*RES:.3f} mV")
print(f"Largest accelerator depletion at surface = {100*slow[2]:.2f} %")
print(f"Capacitance {CAP*1e6:.0f} uF/cm2: return-forward = "
      f"{-2*CAP*SCAN*1e3:.6f} mA/cm2")
print(f"Loss length {LOSS*1e4:.0f} um, E=0.15 V: slow diff="
      f"{opening(slow_loss)[2]:.5f} mA/cm2")
print(f"  preadsorbed, accelerator-free bath: diff="
      f"{opening(sat_loss)[2]:.5f} mA/cm2")
print(f"Mesh 20 to 40 cells, largest shift of diff: slow {mesh_slow:.2e}, "
      f"presaturated {mesh_sat:.2e} mA/cm2")
print("success")
```

Output:

```
Temperature 298.15 K; F/RT = 38.922 1/V; b = 15.569 1/V
Suppressed: i0 = 0.02 mA/cm2, transfer coeff. 0.40
Accelerated: i0 = 0.30 mA/cm2, transfer coeff. 0.50
Adsorption: k0 = 10.0 L/(mol s), coefficient 0.40
Accelerator 50 umol/L; scan 1.0 mV/s; reversal 0.20 V
Dose at reversal = 0.6907; after full cycle = 1.3813
Coverage at reversal = 0.4987; at end = 0.7487
IDEAL MODEL: E in V, currents in mA/cm2
E=0.05: dose=0.0378, theta fwd=0.0371, ret=0.7391
  i fwd=0.0700, ret=0.5858, diff=0.5159; sup=0.0427, acc=0.7776
E=0.10: dose=0.1202, theta fwd=0.1133, ret=0.7166
  i fwd=0.3220, ret=1.5315, diff=1.2095; sup=0.0948, acc=2.0995
E=0.15: dose=0.2997, theta fwd=0.2590, ret=0.6609
  i fwd=1.5924, ret=3.7432, diff=2.1508; sup=0.2067, acc=5.5575
E=0.20: dose=0.6907, theta fwd=0.4987, ret=0.4987
  i fwd=7.5598, ret=7.5598, diff=0.0000; sup=0.4501, acc=14.7052
Largest opening = 2.2291 mA/cm2 at E = 0.1615 V
Return minus forward charge = 227.38 mC/cm2
Deposit thickness in ideal cycle = 261.9 nm
CONCENTRATION DEPENDENCE at E = 0.10 V
C=5 umol/L: opening = 0.213550 mA/cm2
C=50 umol/L: opening = 1.209520 mA/cm2
C=500 umol/L: opening = 0.602340 mA/cm2
C=5000 umol/L: opening = 0.000012 mA/cm2
Best C: simulated 103.01, formula 103.01 umol/L
Best coverage difference = 0.7062
Crossing test: i0 sup=0.02, acc=0.10 mA/cm2; coeff. 0.90, 0.40
Loop sign change: simulated 0.08270, law 0.08270 V
WITH DIFFUSION AND OHMIC DROP
Copper 0.25 mol/L; D = 5.0e-06 cm2/s (both species); layer 20 um
Resistance 0.50 ohm cm2; saturated coverage 1.0e-09 mol/cm2
Limiting current = 120.61 mA/cm2; diffusion lag = 0.2667 s
slow, E=0.10 V: fwd=0.31772, ret=1.45568, diff=1.137965 mA/cm2
slow, E=0.15 V: fwd=1.52362, ret=3.41668, diff=1.893054 mA/cm2
presaturated, E=0.10 V: fwd=2.02409, ret=2.02376, diff=-0.000335 mA/cm2
presaturated, E=0.15 V: fwd=5.06877, ret=5.06683, diff=-0.001933 mA/cm2
no acc., E=0.10 V: fwd=0.09470, ret=0.09469, diff=-0.000001 mA/cm2
no acc., E=0.15 V: fwd=0.20597, ret=0.20597, diff=-0.000003 mA/cm2
Lag formula, presaturated, E=0.10, 0.15 V: -0.000334, -0.001931 mA/cm2
Slow case without resistance, E=0.15 V: diff=2.02521 mA/cm2
Presaturated at reversal: i=11.8268 mA/cm2, ohmic drop=5.913 mV
Largest accelerator depletion at surface = 4.24 %
Capacitance 50 uF/cm2: return-forward = -0.000100 mA/cm2
Loss length 20 um, E=0.15 V: slow diff=1.87963 mA/cm2
  preadsorbed, accelerator-free bath: diff=-0.06649 mA/cm2
Mesh 20 to 40 cells, largest shift of diff: slow 6.20e-07, presaturated 1.81e-06 mA/cm2
success
```
